# Where a gold 6s orbital acquires its mass-velocity and Darwin shift: verification in Python

```python
# Result under test: for the 6s orbital of Au the accumulated first-order shift
#   S(R) = D + int_0^R [ u^2 Lap(V_el)/8 - W^2 u^2/2 ] dr / c^2
# reaches most of its final value inside the K and L shell regions.
# u = r*g: radial orbital with int u^2 dr = 1;  V = -Z/r + V_el: potential;
# W = energy - V;  D = Z g(0)^2/(8 c^2): Darwin step of the point nucleus.
# G(R) = -int_0^R W (dg/dr)^2 r^2 dr/(4 c^2) is an equivalent accumulation that
# differs from S(R) by a surface term. Hartree atomic units throughout.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre, eval_genlaguerre, j0, j1
from pyscf import gto, dft
from pyscf.dft import libxc
from pyscf.scf import hf

hf.MUTE_CHKFILE = True  # no checkpoint file
c_light = 1.0 / constants.fine_structure
hartree_ev = constants.value('Hartree energy in eV')

# Legendre-Lobatto grid mapped to 0 <= r <= r_max
N, scale, r_max = 160, 1.0, 25.0
x = np.concatenate(([-1.0], np.sort(roots_jacobi(N - 1, 1, 1)[0]), [1.0]))
legendre = eval_legendre(N, x)
weight = 2.0 / (N * (N + 1) * legendre**2)
bary = 1.0 / legendre
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
D = bary[None, :] / bary[:, None] / gap
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
alpha = 2.0 * scale / r_max
r = scale * (1 + x) / (1 - x + alpha)
r[0] = 0.0
jac = scale * (2 + alpha) / (1 - x + alpha)**2
cumulate = np.linalg.inv(D[1:, 1:])
norm = 1.0 / np.sqrt(weight * jac)[1:-1]
kinetic = 0.5 * (D.T * (weight / jac)) @ D
kinetic = norm[:, None] * kinetic[1:-1, 1:-1] * norm[None, :]


def cum(values):
    """Integral from 0 to each node; values are given at the nodes with r > 0."""
    return np.concatenate(([0.0], cumulate @ (values * jac[1:])))


def at(values, radius):
    """Polynomial interpolation of nodal values to arbitrary radii."""
    radius = np.atleast_1d(radius).astype(float)
    y = (radius * (1 + alpha) - scale) / (scale + radius)
    q = bary / (y[:, None] - x)
    return (q @ values) / q.sum(axis=1)


def over_r(u):
    g = np.zeros_like(u)
    g[1:] = (u[1:].T / r[1:]).T
    g[0] = (D[0] @ u) / jac[0]
    return g


def solve(Z, v_el, l, count):
    ri = r[1:-1]
    H = kinetic + np.diag(l * (l + 1) / (2 * ri**2) + v_el[1:-1] - Z / ri)
    e, vec = eigh(H, subset_by_index=[0, count - 1])
    u = np.zeros((N + 1, count))
    u[1:-1] = vec * norm[:, None]
    return e, u


def density_4pi(states, occupations):
    return sum(over_r(u)**2 @ np.array(f, float)
               for (e, u), f in zip(states, occupations))


def scf(Z, occupations):
    k = 0.53625 * Z**(1 / 3) / 0.8853  # screened starting potential
    v_el = (Z - 1) * k * (2 + k * r) / (1 + k * r)**2
    change = 1.0
    for _ in range(300):
        states = [solve(Z, v_el, l, len(f)) for l, f in enumerate(occupations)]
        rho = density_4pi(states, occupations)
        charge = cum((r**2 * rho)[1:])
        outer = cum((r * rho)[1:])
        v_new = outer[-1] - outer
        v_new[1:] += charge[1:] / r[1:]
        vxc = libxc.eval_xc('lda,vwn', rho / (4 * np.pi), spin=0, deriv=1)[1]
        v_new = v_new + np.asarray(vxc[0]).reshape(-1)
        change = np.max(np.abs(v_new - v_el))
        if change < 1e-5:
            break
        v_el = v_el + 0.25 * (v_new - v_el)
    assert change < 1e-5, change
    return v_el, states, rho


def accumulate(Z, v_el, e, u):
    """Nuclear Darwin step, mass-velocity, electronic Darwin, G, surface term."""
    g = over_r(u)
    dg = D @ g / jac
    dv = D @ v_el / jac
    d2v = D @ dv / jac
    R, U, g1, dg1, dv1 = r[1:], u[1:], g[1:], dg[1:], dv[1:]
    W = e - v_el[1:] + Z / R
    step = Z * g[0]**2 / (8 * c_light**2)
    mass = cum(-W**2 * U**2 / (2 * c_light**2))
    darwin_el = cum((d2v[1:] + 2 * dv1 / R) * U**2 / (8 * c_light**2))
    G = cum(-W * dg1**2 * R**2 / (4 * c_light**2))
    surface = R**2 * (W * g1 * dg1 + g1**2 * (dv1 + Z / R**2) / 2)
    return step, mass, darwin_el, G, surface / (4 * c_light**2)


def dirac_6s(Z, v_el, c, start, r_switch=np.inf):
    """Dirac 6s energy (kappa=-1); relativity acts only for r <= r_switch."""
    R = r[1:]
    V = v_el[1:] - Z / R
    B = D[1:, 1:-1] / jac[1:, None]
    B[:-1] -= np.diag(1 / R[:-1])
    B = B * norm[None, :]
    e = start
    for _ in range(8):
        factor = np.where(R <= r_switch, c**2 / (2 * c**2 + e - V), 0.5)
        H = (B.T * (factor * weight[1:] * jac[1:])) @ B + np.diag(V[:-1])
        e = eigh(H, eigvals_only=True, subset_by_index=[5, 5])[0]
    return e


# Self-consistent solver against a Gaussian-basis calculation on Ne
_, ne_states, _ = scf(10, [[2, 2], [6]])
ne_radial = np.array([*ne_states[0][0], ne_states[1][0][0]])
mol = gto.M(atom='Ne 0 0 0', basis='aug-cc-pvqz', verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,vwn'
mf.kernel()
ne_error = np.max(np.abs(ne_radial - mf.mo_energy[:3]))
assert mf.converged and ne_error < 5e-3, ne_error  # finite Gaussian basis

# Hydrogenic 6s: solver, first-order shift and Dirac energy
Z, n = 79, 6
zero = np.zeros(N + 1)
e_h, u_h = solve(Z, zero, 0, 6)
assert abs(e_h[5] / (-Z**2 / (2 * n**2)) - 1) < 1e-6
step_h, mass_h, _, G_h, _ = accumulate(Z, zero, e_h[5], u_h[:, 5])
exact_first = -Z**4 / c_light**2 * (1 / (2 * n**3) - 3 / (8 * n**4))
assert abs((step_h + mass_h[-1]) / exact_first - 1) < 1e-4
assert abs(G_h[-1] / exact_first - 1) < 1e-4
gamma = np.sqrt(1 - (Z / c_light)**2)
exact_dirac = c_light**2 * (
    1 / np.sqrt(1 + (Z / c_light / (n - 1 + gamma))**2) - 1)
shift_h = dirac_6s(Z, zero, c_light, e_h[5]) - e_h[5]
assert abs(shift_h / (exact_dirac + Z**2 / (2 * n**2)) - 1) < 1e-2


# Zero-energy Coulomb law against quadrature with high-n hydrogenic orbitals
def bessel_rest(zr):
    """(S(r) - S(infinity))/D for an unscreened zero-energy s orbital."""
    y = np.sqrt(8 * zr)
    return 2 * (j0(y)**2 + j1(y)**2)


def hydrogenic_ratio(level, zr):
    def integrand(t):
        shape = eval_genlaguerre(level - 1, 1, 2 * t / level) / level
        return (1 - t / (2 * level**2))**2 * (shape * np.exp(-t / level))**2
    return 1 - 4 * quad(integrand, 0, zr, limit=200)[0]


law_errors = [max(abs(hydrogenic_ratio(m, t) - (bessel_rest(t) - 1))
                  for t in (0.4, 2.5, 7.5)) for m in (40, 80)]
assert law_errors[1] < 1e-2 and law_errors[1] < 0.3 * law_errors[0]
assert abs(bessel_rest(400.0) * np.pi * np.sqrt(3200.0) / 4 - 1) < 0.02

# Au atom
v_el, states, rho = scf(79, [[2, 2, 2, 2, 2, 1], [6, 6, 6], [10, 10, 10], [14]]
                        if False else
                        [[2, 2, 2, 2, 2, 1], [6, 6, 6, 6], [10, 10, 10], [14]])
e_all, u_all = solve(Z, v_el, 0, 6)
e6, u6 = e_all[5], u_all[:, 5]
step, mass, darwin_el, G, surface = accumulate(Z, v_el, e6, u6)
S = step + mass + darwin_el
total = S[-1]
charge6 = cum(u6[1:]**2)
mean_r = cum(r[1:] * u6[1:]**2)[-1]

V6 = v_el[1:] - Z / r[1:]
dV6 = (D @ v_el / jac)[1:] + Z / r[1:]**2
twice_T = 2 * cum((e6 - V6) * u6[1:]**2)[-1]
virial = cum(r[1:] * dV6 * u6[1:]**2)[-1]
assert abs(twice_T / virial - 1) < 1e-3
assert np.max(np.abs(S[1:] - G[1:] - surface)) < 1e-3 * step
assert abs(G[-1] / total - 1) < 1e-3
weak = 100 * (dirac_6s(Z, v_el, 10 * c_light, e6) - e6)
assert abs(weak / total - 1) < 0.02  # next order in 1/c^2 remains

# Shell edges: minima of the total radial electron density
fine = np.geomspace(1e-3, 5.0, 4000)
radial = at(r**2 * rho, fine)
inside = np.where((radial[1:-1] < radial[:-2]) & (radial[1:-1] < radial[2:])
                  & (fine[1:-1] > 0.005))[0] + 1
assert len(inside) >= 3
edges = fine[inside[:3]]
S_edge, G_edge, q_edge = at(S, edges), at(G, edges), at(charge6, edges)
frac, frac_G = S_edge / total, G_edge / total
rest = (S_edge - total) / step
rest_coulomb = bessel_rest(Z * edges)
dirac_shift = dirac_6s(Z, v_el, c_light, e6) - e6
dirac_frac = np.array([dirac_6s(Z, v_el, c_light, e6, b) - e6
                       for b in edges]) / dirac_shift
S_fine = at(S, fine)
crossing = fine[np.where(S_fine < 0)[0][0]]
r90 = fine[np.where(np.abs(S_fine / total - 1) > 0.1)[0][-1]]

assert step > 0 and total < 0
assert frac[1] > 0.8 and frac[2] > 0.93
assert frac_G[1] > 0.8 and frac_G[2] > 0.93
assert dirac_frac[1] > 0.8 and dirac_frac[2] > 0.93
assert q_edge[1] < 0.01
assert np.all(rest[1:] < rest_coulomb[1:])  # screening shortens the tail

print(f"Speed of light: {c_light:.4f} a.u.")
print(f"Ne orbital energies, largest difference of two codes: {ne_error:.1e} Ha")
print(f"Au 6s energy, nonrelativistic LDA: {e6:.5f} Ha")
print(f"Au 6s mean radius: {mean_r:.3f} bohr")
print(f"Au 6s density at nucleus: {over_r(u6)[0]**2/(4*np.pi):.3f} bohr^-3")
print(f"Mass-velocity term: {mass[-1]:.5f} Ha")
print(f"Darwin term, nucleus (step D): {step:.5f} Ha")
print(f"Darwin term, electrons: {darwin_el[-1]:.6f} Ha")
print(f"Total first-order shift: {total:.5f} Ha = {total*hartree_ev:.3f} eV")
print(f"Total from gradient form G: {G[-1]:.5f} Ha")
print(f"Dirac shift at 10c, times 100: {weak:.5f} Ha")
print(f"Dirac shift at true c, same potential: {dirac_shift:.5f} Ha"
      f" = {dirac_shift*hartree_ev:.3f} eV")
print(f"S changes sign at r = {crossing:.5f} bohr")
print(f"S stays within 10% of its final value beyond r = {r90:.4f} bohr")
for radius in (0.002, 0.005, 0.01, 0.02, 0.05, 0.1, 0.2, 0.5, 1.0):
    value = at(S, radius)[0]
    print(f"r = {radius:.3f} bohr: S = {value:.5f} Ha,"
          f" S/S(inf) = {value/total:.3f}")
for i, name in enumerate(("K|L", "L|M", "M|N")):
    print(f"Edge {name}: r = {edges[i]:.4f} bohr, S = {S_edge[i]:.5f} Ha")
    print(f"  S/S(inf) = {frac[i]:.3f}, G/G(inf) = {frac_G[i]:.3f}")
    print(f"  Dirac fraction, relativity only inside = {dirac_frac[i]:.3f}")
    print(f"  6s charge inside = {q_edge[i]:.2e} electrons")
    print(f"  remainder/D: Au = {rest[i]:.3f},"
          f" unscreened Coulomb = {rest_coulomb[i]:.3f}")
print(f"Bessel law error at n = 40 and 80: {law_errors[0]:.1e},"
      f" {law_errors[1]:.1e}")
print("tests ok")
```

Output:

```
Speed of light: 137.0360 a.u.
Ne orbital energies, largest difference of two codes: 2.3e-03 Ha
Au 6s energy, nonrelativistic LDA: -0.16233 Ha
Au 6s mean radius: 3.313 bohr
Au 6s density at nucleus: 13.102 bohr^-3
Mass-velocity term: -0.15127 Ha
Darwin term, nucleus (step D): 0.08658 Ha
Darwin term, electrons: -0.000268 Ha
Total first-order shift: -0.06496 Ha = -1.768 eV
Total from gradient form G: -0.06496 Ha
Dirac shift at 10c, times 100: -0.06517 Ha
Dirac shift at true c, same potential: -0.09357 Ha = -2.546 eV
S changes sign at r = 0.00462 bohr
S stays within 10% of its final value beyond r = 0.0494 bohr
r = 0.002 bohr: S = 0.04030 Ha, S/S(inf) = -0.620
r = 0.005 bohr: S = -0.00439 Ha, S/S(inf) = 0.068
r = 0.010 bohr: S = -0.03944 Ha, S/S(inf) = 0.607
r = 0.020 bohr: S = -0.05327 Ha, S/S(inf) = 0.820
r = 0.050 bohr: S = -0.05862 Ha, S/S(inf) = 0.902
r = 0.100 bohr: S = -0.06236 Ha, S/S(inf) = 0.960
r = 0.200 bohr: S = -0.06435 Ha, S/S(inf) = 0.991
r = 0.500 bohr: S = -0.06487 Ha, S/S(inf) = 0.999
r = 1.000 bohr: S = -0.06495 Ha, S/S(inf) = 1.000
Edge K|L: r = 0.0249 bohr, S = -0.05347 Ha
  S/S(inf) = 0.823, G/G(inf) = 0.830
  Dirac fraction, relativity only inside = 0.856
  6s charge inside = 3.31e-05 electrons
  remainder/D: Au = 0.133, unscreened Coulomb = 0.324
Edge L|M: r = 0.1012 bohr, S = -0.06237 Ha
  S/S(inf) = 0.960, G/G(inf) = 0.970
  Dirac fraction, relativity only inside = 0.968
  6s charge inside = 2.72e-04 electrons
  remainder/D: Au = 0.030, unscreened Coulomb = 0.169
Edge M|N: r = 0.2772 bohr, S = -0.06444 Ha
  S/S(inf) = 0.992, G/G(inf) = 0.996
  Dirac fraction, relativity only inside = 0.995
  6s charge inside = 1.44e-03 electrons
  remainder/D: Au = 0.006, unscreened Coulomb = 0.095
Bessel law error at n = 40 and 80: 5.3e-04, 1.3e-04
tests ok
```
